# How Small Must the Leakage from a Charge-Trap Layer Be?

**Question.** A charge-trap memory layer stores $10^{13}$ electrons per square centimetre. It may lose ten percent of them in ten years. How large is the average leakage current density that uses up this allowance, how does it scale, and what does it say about the current at any one moment?

**Answer.** The average follows from counting charge, whatever the leakage mechanism. Let $N(t)$ be the number of stored electrons per unit area, $N_0$ its initial value, $f$ the fraction lost and $t_r$ the retention time. Let $J(t)$ be the magnitude of the electron charge leaving per unit area and time, summed over both faces of the layer. No charge is added during storage, so conservation of charge reads

$$
q\frac{dN}{dt}=-J(t),
$$

with $q>0$ the elementary charge. Integrating from $0$ to $t_r$ gives

$$
\int_0^{t_r}J\,dt=q\,[N_0-N(t_r)]=q f N_0 .
$$

Division by the elapsed time gives the average:

$$
J_{\rm av}=\frac{q f N_0}{t_r}.
$$

Here $fN_0=0.10\times10^{13}=10^{12}\ \mathrm{cm^{-2}}$, and ten years of 365.25 days are $3.156\times10^8$ s. Therefore

$$
J_{\rm av}=\frac{(1.602\times10^{-19}\ \mathrm{C})(10^{12}\ \mathrm{cm^{-2}})}{3.156\times10^{8}\ \mathrm{s}}
\approx 5.1\times10^{-16}\ \mathrm{A/cm^2}.
$$

The allowed average is proportional to the stored density and to the permitted fraction, and inversely proportional to the time. Asking for the same ten percent over twenty years halves it.

**What this means for one cell**

A cell of 50 nm × 50 nm has area $A=2.5\times10^{-11}\ \mathrm{cm^2}$. It holds $N_0A=250$ electrons and may lose 25 of them, on average one every 4.8 months. The average current, $J_{\rm av}A=1.3\times10^{-26}$ A, describes rare single events rather than a steady flow.

If each electron leaves independently with probability $f$, its contribution to the number lost has variance $f(1-f)$. Variances of independent contributions add, so the standard deviation is

$$
\sqrt{N_0A f(1-f)}=\sqrt{250\times0.10\times0.90}=4.7 .
$$

Among identical cells, chance alone thus scatters the loss about its mean with a standard deviation of 19 percent of that mean.

**The voltage and field behind the leakage**

Consider a silicon–oxide–nitride–oxide–silicon stack with a 3 nm tunnel oxide, 6 nm of nitride and an 8 nm blocking oxide. The relative permittivities are 3.9 for oxide and 7.5 for nitride. Place the charge at mid-nitride, hold channel and gate at equal potential, and neglect built-in potentials for now.

A nitride thickness counts as an oxide thickness smaller by $3.9/7.5$. The equivalent distances from the charge to the channel and to the gate are

$$
a=3+3\,\frac{3.9}{7.5}=4.56\ \mathrm{nm},\qquad
b=8+3\,\frac{3.9}{7.5}=9.56\ \mathrm{nm}.
$$

Let $D_1$ and $D_2$ be the magnitudes of the electric displacement on the channel and gate sides. Gauss's law gives $D_1+D_2=qN_0$. Equal electrode potentials require $D_1a=D_2b$. Substituting $D_2=D_1a/b$ into the first relation gives

$$
D_1=qN_0\frac{b}{a+b},\qquad D_2=qN_0\frac{a}{a+b},\qquad
F_{\rm ox}=\frac{qN_0}{\varepsilon_{\rm ox}}\frac{b}{a+b}.
$$

The tunnel-oxide field is $F_{\rm ox}=3.14$ MV/cm, about a third of a rough breakdown field of 10 MV/cm.

The threshold shift is the extra gate voltage that brings the channel-side field back to zero. Then $D_1=0$ and $D_2=qN_0$, so

$$
\Delta V_T=\frac{qN_0b}{\varepsilon_{\rm ox}}=4.44\ \mathrm{V}.
$$

With the charge centroid fixed, losing ten percent of the charge costs 0.44 V.

If all the leakage crosses the tunnel oxide, the ratio $F_{\rm ox}/J_{\rm av}$ is $6.2\times10^{21}\ \Omega\,\mathrm{cm}$. This is an effective value at the initial field, not a material constant.

The wire joining gate and channel carries less than $J_{\rm av}$. Its current supplies the change in the gate's image charge, $D_2$ per unit area. For loss entirely to the channel, the average wire current density is

$$
J_{\rm av}\frac{a}{a+b}=0.323\,J_{\rm av}=1.6\times10^{-16}\ \mathrm{A/cm^2}.
$$

**How far can the actual current be from the average?**

Suppose first that all electrons have one lifetime $\tau$, so $N=N_0e^{-t/\tau}$. The condition $e^{-t_r/\tau}=1-f$ gives $\tau=-t_r/\ln(1-f)=94.9$ years. Since $J(0)=qN_0/\tau$,

$$
\frac{J(0)}{J_{\rm av}}=\frac{t_r}{f\tau}=-\frac{\ln(1-f)}{f}=1.054 .
$$

The initial current exceeds the average by about 5 percent.

The difference grows when leakage slows itself down. Let $y$ be the share of the allowance already lost and $u=t/t_r$. Because $J=qfN_0\,dy/dt$, we have $J/J_{\rm av}=dy/du$. Take a current that falls exponentially with the charge lost:

$$
\frac{dy}{du}=r e^{-gy},\qquad y(0)=0 .
$$

Separating variables and integrating gives $e^{gy}-1=gru$. The allowance is used up at $u=1$, where $y=1$, so

$$
\frac{J(0)}{J_{\rm av}}=r=\frac{e^g-1}{g},\qquad
\frac{J(t_r)}{J_{\rm av}}=re^{-g}=\frac{1-e^{-g}}{g}.
$$

Both ratios tend to 1 as $g\to0$. For large $g$ they approach $e^g/g$ and $1/g$. Inserting $r$ in the solution gives

$$
y=\frac1g\ln\!\left(1+\frac{t}{t_1}\right),\qquad
t_1=\frac{t_r}{e^g-1},\qquad
g=\ln\!\left(1+\frac{t_r}{t_1}\right).
$$

This is logarithmic loss with onset time $t_1$. For an assumed onset of one hour, $g=11.38$. With the ten-year loss held at ten percent, the current density starts at $3.9\times10^{-12}\ \mathrm{A/cm^2}$ and ends at $4.5\times10^{-17}\ \mathrm{A/cm^2}$. The first day removes

$$
0.10\times\frac{\ln(1+24)}{11.38}=2.8\ \text{percent}
$$

of the stored charge. An early current measurement therefore cannot be compared with $J_{\rm av}$ unless the decay law is known.

The decay law also controls what happens after ten years. If the logarithmic law continues to twenty years, the loss grows by the fraction $\ln2/11.38=0.061$, from 10 to about 10.6 percent. With a single lifetime the surviving fraction becomes $0.9^2=0.81$, a loss of 19 percent.

**Could tunnelling use up the allowance?**

For an electron under a barrier of height $\varphi$, in volts, the wave amplitude decays at the rate $\kappa=\sqrt{2mq\varphi}/\hbar$. In the semiclassical approximation the escape probability per attempt is about $e^{-S}$, with $S=2\int\kappa\,dx$. Across a layer with field $F$, the barrier falls linearly from $\varphi_a$ to $\varphi_b$, so $dx=-d\varphi/F$ and

$$
S_{\rm layer}=\frac{2\sqrt{2mq}}{\hbar F}\int_{\varphi_b}^{\varphi_a}\!\sqrt{\varphi}\,d\varphi
=\frac{4\sqrt{2mq}}{3\hbar F}\left(\varphi_a^{3/2}-\varphi_b^{3/2}\right).
$$

Take a trap 1.7 eV below the nitride conduction band, a 1.05 eV step up to the oxide band, and a mass of 0.42 electron masses in both layers. These are rough values. The nitride field is 1.63 MV/cm, so over 3 nm the barrier falls from 1.70 to 1.21 eV. It steps up to 2.26 eV at the oxide and falls to 1.32 eV at the channel. The two layers together give $S=50.57$.

With a rough attempt rate of $10^{13}\ \mathrm{s^{-1}}$, the initial escape rate is $10^{13}e^{-50.57}=1.1\times10^{-9}\ \mathrm{s^{-1}}$ per electron. Including the fall of the field as charge leaves, ten percent is lost in about 5 years. This time is uncertain by more than a factor of ten: $S\propto\sqrt m$, so a 10 percent change in mass alone changes $S$ by about 2.5 and the rate by a factor of about 12. The position of the charge matters even more: moving the sheet 0.5 nm towards the channel shortens the time to about two months, and moving it 0.5 nm away lengthens it to about 140 years. If the same charge were spread evenly through the nitride depth, the traps next to the tunnel oxide would empty first and ten percent would be gone within minutes. That the time falls within a factor of two of ten years is thus an accident of placing all charge at mid-nitride, and the estimate cannot decide whether a 3 nm oxide suffices. The uniform sheet also overstates the pull on a departing electron, because it includes that electron's own field. The stored electrons are about 3 nm apart, comparable with the escape path, so the correction matters: for electrons on a square lattice, removing the electron's own field lengthens the time about tenfold and reduces the increase of $S$ found next from 0.93 to about 0.7. The attraction of the departing electron to its own image charge, also left out above, acts the other way on the time and can cancel much of this lengthening.

The feedback is less sensitive to these inputs. After ten percent loss the fields are ten percent lower and $S=51.50$, an increase of 0.93. Direct integration of the Schrödinger equation through the same barrier, with an outgoing wave in silicon whose band edge lies 3.15 eV below that of the oxide, gives 0.88 for the change in the logarithm of the ratio of $|\psi|^2$ at trap and channel, with the mass 0.42 used in silicon as well. Referred to the outgoing flux the change is 0.92, and silicon masses between 0.19 and 0.98 shift either value by up to 0.04. The current is also proportional to the number remaining, which adds $-\ln0.9=0.105$. Hence $g=1.04$ in the sheet model, and the current runs from 1.76 times its average down to 0.62 times.

A built-in potential of one volt across the stack, with the sign that aids escape, adds 0.71 MV/cm to the oxide field. In this model it multiplies the initial tunnelling rate by 9.

**What does temperature demand?**

Let thermal emission from a trap of depth $E$ have the rate $\nu e^{-E/k_BT}$, with $\nu=10^{13}\ \mathrm{s^{-1}}$ and no recapture. The allowance is just met when

$$
\nu e^{-E/k_BT}\,t_r=-\ln(1-f).
$$

Solving for the depth gives

$$
E=k_BT\ln\!\left[\frac{\nu t_r}{-\ln(1-f)}\right].
$$

The required depth is 1.33 eV at 25 °C, 1.60 eV at 85 °C and 1.78 eV at 125 °C. By this measure, which ignores the field, a 1.7 eV trap passes at 85 °C and fails at 125 °C. An emitted electron must still cross the oxide to leave the layer, however. Recapture before it does so would slow the loss and reduce the required depth. For a trap with just the depth required at 85 °C, emission is $3.3\times10^4$ times faster at 85 °C than at 25 °C.

A trap that is positively charged when empty also attracts the departing electron. Such a trap is neutral when filled. Suppose therefore that all traps are filled at the start, and that fixed negative charge, spread evenly over their plane, would make the layer neutral if all were empty. With $N_0$ electrons stored, the net charge is then $-qN_0$ per unit area and produces the field found above. Along the escape direction its potential energy, in volts, is $-q/(4\pi\varepsilon x)-Fx$. The maximum lies where $q/(4\pi\varepsilon x^2)=F$. There the two terms are equal, and their sum is $-\sqrt{qF/(\pi\varepsilon)}$. For the initial nitride field and an optical relative permittivity of 4.0, the barrier is lowered by 0.48 eV. At that field the depth needed at 85 °C rises to about 2.1 eV. The maximum lies only 1.5 nm from the trap, so empty traps nearby, or fixed charge gathered at separate points, would change the local field and with it the lowering. Without recapture, a 1.7 eV trap fails at 85 °C as soon as the lowering exceeds about 0.1 eV. A trap that is neutral when empty lacks this Coulomb term, but the field still helps its electron out. A thermally excited electron can tunnel through the tip of the tilted barrier into the nitride band. With the mass and sheet field used above, this raises the depth needed at 85 °C from 1.60 to roughly 1.85 eV, or to a little over 1.7 eV for evenly spaced electrons, so without recapture the 0.1 eV margin is lost for this trap as well.

**How close is this to a real memory cell?**

The layer thicknesses are rough values for a planar silicon–oxide–nitride–oxide–silicon cell. The stored density, and with it the 4.4 V shift, is towards the high end. Halving the density halves both the shift and $J_{\rm av}$ for the same fractional loss.

Real nitride holds charge over a range of depths and energies, so a single escape rate is a strong simplification. A spread of rates leaves $J_{\rm av}$ unchanged for the same total loss, but it can move the initial current a long way. A suitable spread gives the same logarithmic law that feedback gave above, and with a one-hour onset that law starts at 7700 times the average.

Threshold voltage is also an imperfect count of electrons. If the centroid moves 1 nm towards the gate, $b$ falls by 0.52 nm and the shift drops by 5.4 percent with no charge lost. A movement of about 1.8 nm would imitate the whole ten percent loss. The value $5\times10^{-16}\ \mathrm{A/cm^2}$ is therefore a budget for charge that leaves the layer; a voltage criterion must also allow for charge that moves within it. The numerical check contains the input values, and its output lists the main results.

## Table of computed values

```
stored electrons: 1.0e+13 cm^-2; fraction lost: 0.10
elementary charge: 1.6022e-19 C
time: 10 years = 3.1558e+08 s
lost electrons: 1.0e+12 cm^-2
lost charge: 1.6022e-07 C/cm^2
AVERAGE LEAKAGE CURRENT DENSITY: 5.077e-16 A/cm^2
same from random lifetimes: 5.072e-16 A/cm^2
cell side: 50 nm; area: 2.50e-11 cm^2
electrons in cell: 250; mean number lost: 25.0
spread of number lost (standard deviation): 4.74
mean interval between losses: 4.80 months
average cell current: 1.27e-26 A
tunnel oxide, nitride, blocking oxide: 3.0, 6.0, 8.0 nm
relative permittivity oxide, nitride: 3.9, 7.5
oxide-equivalent distances a, b: 4.56, 9.56 nm
tunnel-oxide field: 3.14 MV/cm
blocking-oxide field: 1.50 MV/cm
nitride field on channel side: 1.63 MV/cm
rough breakdown field over tunnel field: 3.2
threshold shift: 4.44 V; lost part: 0.444 V
wire share of leakage a/(a+b): 0.323
average wire current density: 1.64e-16 A/cm^2
required effective resistivity: 6.2e+21 ohm cm
single lifetime: 94.9 years; start/average: 1.054
logarithmic loss: onset 3600 s, g = 11.38
  start/average: 7.702e+03; end/average: 0.0879
  start current density: 3.91e-12 A/cm^2
  end current density: 4.46e-17 A/cm^2
  stored charge lost in first day: 2.83 percent
trap depth, nitride-oxide step: 1.7, 1.05 eV
tunnelling mass: 0.42 electron masses; attempt rate: 1e+13 1/s
barrier edges, trap to channel: 1.70, 1.21, 2.26, 1.32 eV
tunnelling exponent full, after loss: 50.57, 51.50
change of exponent, Schrodinger integration: 0.88
tunnelling rate per electron at start: 1.1e-09 1/s
tunnelling time to lose the fraction: 5.1 years (rough)
tunnelling feedback g: 1.04; start/average: 1.76
  start/average from (e^g-1)/g: 1.76
  end/average from (1-e^-g)/g: 0.62
field change per built-in volt: 0.71 MV/cm
tunnelling rate factor for one added volt: 9.1
trap depth needed at 25 C: 1.33 eV
trap depth needed at 85 C: 1.60 eV
trap depth needed at 125 C: 1.78 eV
emission rate at 85 C over 25 C, depth 1.60 eV: 3.3e+04
optical relative permittivity of nitride: 4.0
barrier lowering if trap is charged when empty: 0.48 eV
```
